Channel-Counting Bound on the Elastic Phonon Transmission of an Interface, part 1

(Sections cited here and not found follow in the second part.)

## 1. The result

Two crystals meet at an interface. At angular frequency ω, the left crystal offers M_L propagating vibrational channels that travel towards the interface, and the right crystal offers M_R. Let T(ω) be the sum of the power transmission probabilities from all left channels into all right channels. For elastic scattering without gain,

0 ≤ T(ω) ≤ min(M_L, M_R).    (1)

T is a sum over channels, so it can exceed one. The bound says that a side with few channels limits the traffic in both directions, however many channels the other side has and however well the interface is made.

Energy conservation alone gives (1). It also makes the total transmission the same in both directions. Reciprocity, together with the fact that no input delivers more than its own power, offers a second route to the bound. It also adds a finer statement, an equality between individual pairs of channels. It is not necessary for the bound, and it is not sufficient by itself: the amplifying chain of Section 11 is reciprocal and breaks the bound.

## 2. Setting and assumptions

The cross-section is finite, or is a periodic cell of finite size, so that the channels can be counted. Each crystal is a perfect harmonic lattice far from the interface. The region between them may contain any arrangement of masses and springs.

Cut the whole structure into slices n = …, −1, 0, 1, …, thick enough that forces join neighbouring slices only. The displacements in slice n form a column u_n, with the time dependence

u_n(t) = Re[u_n exp(−iωt)].

With M_n the diagonal matrix of masses and K the matrix of force constants, Newton's law reads

ω² M_n u_n = K_{n,n−1} u_{n−1} + K_{n,n} u_n + K_{n,n+1} u_{n+1}.    (2)

The matrix K is Hermitian, so K_{n,n+1} = K_{n+1,n}†. For ordinary springs it is also real. That extra property is not used in this half.

Frequencies at which a band has zero slope are excluded. There the group velocity vanishes, most often because a channel is just opening or closing. I also take it that every incoming wave produces a steady scattered wave at the same frequency. This is the elastic assumption: a phonon may change direction and polarisation, but it may not split or merge.

## 3. Power through a cut

Consider the cut between slices n and n+1. The springs across it exert on slice n+1 the force

F = −K_{n+1,n} u_n − D u_{n+1},

where D is the Hermitian stiffness matrix of those springs at their right ends. The velocity of slice n+1 is v = −iωu_{n+1}, so v† = iωu†_{n+1}. The time average of a product of two oscillating quantities is half the real part of one amplitude times the conjugate of the other. The mean power passed to the right is therefore

J_n = ½ Re[v†F]
    = ½ Re[−iω u†_{n+1} K_{n+1,n} u_n] − ½ Re[iω u†_{n+1} D u_{n+1}].

The last term vanishes because u†Du is real. Since Re(−iz) = Im z,

J_n = (ω/2) Im[u†_{n+1} K_{n+1,n} u_n].    (3)

A single chain with spring k fixes the sign. There K_{n+1,n} = −k, and the wave u_n = exp(iqn) gives

J_n = (ω/2) Im[−k exp(−iq)] = ½ ω k sin q.

This is positive for 0 < q < π, where the wave travels to the right.

Power is the same at every cut. To see this, multiply (2) from the left by u_n† and take the imaginary part. The mass term and the K_{n,n} term are real, because their matrices are Hermitian. What remains is

0 = Im[u_n† K_{n,n−1} u_{n−1}] + Im[u_n† K_{n,n+1} u_{n+1}].

The second bracket is the complex conjugate of u†_{n+1}K_{n+1,n}u_n, so its imaginary part is −2J_n/ω. The first is 2J_{n−1}/ω. Hence

J_{n−1} = J_n.    (4)

## 4. Each propagating mode carries its own power

Inside a perfect crystal, (2) has Bloch solutions u_n = λⁿφ. A mode with |λ| = 1 propagates, and one writes λ = exp(iq). A mode with |λ| ≠ 1 grows or decays and is called evanescent.

When several modes are present, (3) contains products of different modes. To show that these drop out, define for two solutions u and w at the same frequency

J_n[u,w] = (ω/4i) (u†_{n+1} K_{n+1,n} w_n − u†_n K_{n,n+1} w_{n+1}).    (5)

For u = w the bracket is a number minus its conjugate, and (5) reduces to (3). Now multiply the equation for w by u_n†, multiply the conjugated equation for u by w_n, and subtract. The mass terms and the K_{n,n} terms cancel, leaving

(u_n† K_{n,n−1} w_{n−1} − u†_{n−1} K_{n−1,n} w_n)
    − (u†_{n+1} K_{n+1,n} w_n − u_n† K_{n,n+1} w_{n+1}) = 0.

This states that J_{n−1}[u,w] = J_n[u,w]. For two Bloch modes a and b, moving the cut by one slice multiplies the same quantity by λ_a*λ_b. Both can hold only if

(λ_a* λ_b − 1) J_ab = 0.    (6)

Three conclusions follow.

- Two propagating modes with different λ have λ_a*λ_b ≠ 1, so their cross term is zero.
- A propagating and an evanescent mode have |λ_a*λ_b| ≠ 1, so their cross term is zero.
- In a scattering solution, the evanescent modes on one side all decay away from the interface. The product λ_a*λ_b of any two of them, or of one with itself, again has modulus different from one. They carry no power.

Evanescent modes matter close to the interface, where they help to set the transmission. They are not channels in the count.

If several propagating modes share the same λ, (6) leaves their cross terms free. Since J_ab is then a Hermitian matrix, suitable combinations of these modes make it diagonal. I take those combinations as the channels.

## 5. As many ways out as ways in

The direction of power agrees with the group velocity. A Bloch mode satisfies ω²Mφ = K(q)φ with

K(q) = K_0 + K_− exp(−iq) + K_−† exp(iq),    K_− = K_{n+1,n}.

Differentiate φ†[K(q) − ω²M]φ = 0 with respect to q. The derivatives of φ contribute nothing, since K(q) − ω²M gives zero on φ from either side. With z = φ†K_−φ exp(−iq),

2ω (dω/dq) φ†Mφ = −iz + iz* = 2 Im z.

Comparison with (3), where J = (ω/2) Im z, gives

J = ½ ω² (φ†Mφ) dω/dq.    (7)

The factor before dω/dq is positive. In a degenerate set, the same calculation applies to the matrix of cross terms.

Let N(q) be the number of bands lying below the chosen frequency at wavenumber q. As q increases, N falls by one where a band crosses the frequency upwards and rises by one where a band crosses downwards. After q has advanced by 2π, N has its old value. Upward and downward crossings are thus equally many, and by (7) so are right-going and left-going channels.

The argument uses the periodicity of the bands and not time reversal. Each crystal has as many outgoing as incoming channels: M_L on the left and M_R on the right.

## 6. The scattering matrix is unitary

Scale every propagating mode so that unit amplitude carries the same power J_0. Collect the incoming amplitudes in a = (a_L, a_R) and the outgoing ones in b = (b_L, b_R). The lattice is linear, so b = Sa. If two solutions shared the same a, their difference would have no incoming power and hence, by (4), no outgoing power. S is therefore well defined, and by Section 5 it is a square matrix of size M_L + M_R.

The power through a cut far to the left is J_0(|a_L|² − |b_L|²). Far to the right it is J_0(|b_R|² − |a_R|²). Equality of the two gives

|a|² = |b|² = a† S†S a,    so    a†(S†S − 1)a = 0 for every a.

Choosing a as each eigenvector of the Hermitian matrix S†S − 1 shows that all its eigenvalues vanish. Therefore S†S = 1. A finite square matrix with a left inverse is invertible, and that inverse also acts from the right:

S†S = 1    and    SS† = 1.    (8)

The scaling to equal power matters. With bare displacement amplitudes, a wave entering a medium of different mass or stiffness changes its amplitude for a given power, and S would in general not be unitary.

## 7. The bound

Write S in blocks:

S = ( r   t′ )
    ( t   r′ ).

Here r reflects on the left, t takes left to right, r′ reflects on the right and t′ takes right to left. The total transmission is T = Σ|t_ij|² = Tr(t†t).

The upper left block of S†S = 1 is r†r + t†t = 1. Its trace, over M_L channels, is

T = M_L − R_L,    R_L = Tr(r†r) ≥ 0.    (9)

The lower right block of SS† = 1 is tt† + r′r′† = 1. Since Tr(tt†) = Tr(t†t), its trace over M_R channels is

T = M_R − R_R,    R_R = Tr(r′r′†) ≥ 0.    (10)

Equations (9) and (10) together are the bound (1). The first says that no incoming channel can deliver more than its own power. The second says that no outgoing channel can be filled beyond unit total probability when all left channels are fed with equal, uncorrelated power.

The lower right block of S†S = 1 gives t′†t′ + r′†r′ = 1. Its trace is T′ = M_R − R_R, so the reverse transmission T′ = Tr(t′†t′) equals T.

Subtracting (10) from (9) gives R_L − R_R = M_L − M_R. The richer side must reflect at least the surplus of its channels. Equality in (1) is reached when the side with fewer channels reflects nothing. If one side has no channel at all, T = 0.

## 8. A case in which the bound is reached

Take atoms of mass m joined by springs k, with one displacement per atom. Let kε be an eigenvalue of the transverse spring matrix of a slice. Each transverse pattern then behaves as a chain with

mω² = kε + 2k(1 − cos q).    (11)

The pattern is an open channel when 0 < mω²/k − ε < 4.

Join two such chains, with the same pattern on both sides, by one spring κ. Allow the end atoms to have altered masses m_L + δ_L and m_R + δ_R. On the left, with λ = exp(iq_L),

u_n = a λⁿ + b λ⁻ⁿ,    u_0 = a + b,    u_{−1} = λu_0 + a(λ⁻¹ − λ).

Insert u_{−1} into the equation of the end atom,

ω²(m_L + δ_L)u_0 = k_Lεu_0 + k_L(u_0 − u_{−1}) + κ(u_0 − u_1).

Eliminating m_Lω² with (11), and setting g = k sin q on each side, gives

α_L u_0 + κu_1 = 2ig_L a,
α_L = k_L(1 − cos q_L) − κ + ω²δ_L + ig_L.

The right end atom has no incoming wave, so α_R u_1 + κu_0 = 0, with α_R built in the same way. Substituting u_0 = −α_R u_1/κ gives u_1 = 2ig_Lκa/(κ² − α_Lα_R). Power is proportional to g times the squared amplitude, so

T = g_R|u_1|²/(g_L|a|²) = 4κ²g_Lg_R / |κ² − α_Lα_R|².    (12)

Choose δ_L and δ_R so that the real parts of α_L and α_R vanish. Then α_Lα_R = −g_Lg_R, and T = 1 when κ² = g_Lg_R.

For numbers, let each slice hold two atoms joined by one spring, which gives ε = 0 and ε = 2. On the left m = 167 u and k = 10 N/m; on the right m = 60 u and k = 30 N/m. At 1.655 THz, mω²/k is 3 on the left and 3 × (60/167) × (10/30) = 0.359 on the right. Both patterns are open on the left, but only ε = 0 is open on the right, so M_L = 2 and M_R = 1.

For ε = 0, cos q_L = 1 − 3/2 = −0.5 and g_L = 8.66 N/m. On the right cos q_R = 1 − 0.359/2 = 0.820 and g_R = 17.2 N/m. The matched spring is κ = √(8.66 × 17.2) = 12.2 N/m, and the end masses become 151.4 u and 97.9 u. Solving the full two-row lattice gives T = 1.000000. The bound is reached, while the second left channel is wholly reflected.

# Second half: Reciprocity, limits and thermal conductance

## 9. Symbols and results carried over

M_L and M_R count the incoming propagating channels of the two sides at angular frequency ω = 2πf. S connects incoming to outgoing amplitudes, each scaled to equal power. Its blocks are r, t, t′ and r′, and T = Tr(t†t) is the total transmission. Energy conservation gives S†S = SS† = 1, from which

T = T′ ≤ min(M_L, M_R).

In the scalar lattice with mass m and spring k, a transverse pattern with eigenvalue ε is open when 0 < mω²/k − ε < 4.

## 10. What reciprocity adds

For ordinary springs K is real and symmetric. The complex conjugate of any solution of (2) is then also a solution at the same frequency. Conjugation reverses the power (3), so it turns incoming waves into outgoing ones. Evanescent waves still decay away from the interface.

Choose each outgoing mode as the conjugate of an incoming mode. If a solution has incoming amplitudes a and outgoing amplitudes b = Sa, its conjugate has incoming b* and outgoing a*. Thus

a* = S b* = S S* a*    for every a,    so    SS* = 1.

This makes S* the inverse of S. By unitarity the inverse is also S†. Hence S* = S†, or

S = Sᵀ,    t′ = tᵀ.    (13)

The probability from left channel j to right channel i equals that from the reverse of i to the reverse of j. Summing over all pairs gives T = T′. Since T cannot exceed the number of left inputs, and T′ cannot exceed the number of right inputs, the bound follows again.

A gyroscopic interface separates the two principles. Let an atom feel the force F_x = mΩv_y, F_y = −mΩv_x. It does no work, because F_xv_x + F_yv_y = 0. At fixed frequency it adds imaginary terms to K that keep it Hermitian, and (13) no longer follows.

I computed one such case at 2.025 THz, with a 3×3 cell, two polarisations, the two materials of Section 8 and two mixed atomic layers between them. One mixed layer had Ω = 0.3ω, a deliberately large value. The largest element of |S − Sᵀ| was 0.463, so (13) fails. In channels polarised along x or y the failure is one of signs only: reversing y together with time restores the force law, so the pairwise probabilities stay equal. In circularly polarised channels the probabilities themselves differ. With 8 and 2 channels on the two sides, T was 0.260 in both directions, within the bound of 2.

Energy conservation alone has given the bound T ≤ min(M_L, M_R) and equal total transmission in both directions, while reciprocity adds an equality between individual pairs of channels. What remains is to see how loss, gain and a clean interface affect the bound, and what ceiling it sets on thermal conductance, with a worked example.
